# Intrinsic spin Hall conductivity as a sum of spin Berry curvature: verification in Python

```python
"""Intrinsic spin Hall conductivity from the Kubo formula.

Result under test (hbar = e = 1, electron charge -1):
  sigma^z_xy = integral d^2k/(2 pi)^2 sum_n f_n Omega_n,
  Omega_n = -2 Im sum_{m != n} J_nm (v_y)_mn / (E_n - E_m)^2,
  J = (1/2){s_z, v_x}, s_z = sigma_z/2, v_i = dH/dk_i.
f_n: occupation; E_n: band energy. Energies are in eV, lengths in angstrom,
times in 1/eV. In two dimensions sigma^z_xy has the unit e.
The lattice model is a honeycomb sheet with intrinsic and Rashba spin-orbit
hopping, a staggered potential and, in some tests, an exchange field.
"""
import numpy as np
from scipy import constants as const
from scipy.special import expit

s0 = np.eye(2, dtype=complex)
sx = np.array([[0, 1], [1, 0]], dtype=complex)
sy = np.array([[0, -1j], [1j, 0]])
sz = np.array([[1, 0], [0, -1]], dtype=complex)
spin_z = np.kron(s0, sz) / 2          # order: A up, A down, B up, B down

a = 3.0
hopping, lam_so, lam_v, lam_r = 1.0, 0.1, 0.1, 0.1
cell_area = np.sqrt(3) * a**2 / 2
b1 = 2 * np.pi / a * np.array([1, -1 / np.sqrt(3)])
b2 = 2 * np.pi / a * np.array([0, 2 / np.sqrt(3)])
bonds = a / np.sqrt(3) * np.array(
    [[0, 1], [np.sqrt(3) / 2, -0.5], [-np.sqrt(3) / 2, -0.5]])
K_point = np.array([[4 * np.pi / (3 * a), 0.0]])


def make_model(rashba, exchange=(0.0, 0.0, 0.0)):
    """Hopping matrices and displacements: H(k) = sum_p h_p exp(i k.d_p)."""
    mats, disp = [], []
    a_to_b = np.array([[0, 1], [0, 0]], dtype=complex)
    for d in bonds:
        u = d / np.linalg.norm(d)
        block = -hopping * s0 + 1j * rashba * (sx * u[1] - sy * u[0])
        h = np.kron(a_to_b, block)
        mats += [h, h.conj().T]
        disp += [d, -d]
    for angle in (0, 2 * np.pi / 3, 4 * np.pi / 3):
        d = a * np.array([np.cos(angle), np.sin(angle)])
        h = 1j * lam_so * np.kron(sz, sz)
        mats += [h, h.conj().T]
        disp += [d, -d]
    field = exchange[0] * sx + exchange[1] * sy + exchange[2] * sz
    mats.append(lam_v * np.kron(sz, s0) + np.kron(s0, field))
    disp.append(np.zeros(2))
    return np.array(mats), np.array(disp)


def bloch(k, model, nx=0, ny=0):
    """H(k), differentiated nx times in k_x and ny times in k_y."""
    mats, disp = model
    phase = np.exp(1j * k @ disp.T)
    phase = phase * (1j * disp[:, 0])**nx * (1j * disp[:, 1])**ny
    return (phase @ mats.reshape(len(mats), 16)).reshape(-1, 4, 4)


def spin_current(k, model, ny=0):
    v = bloch(k, model, 1, ny)
    return (spin_z @ v + v @ spin_z) / 2


def mesh(n):
    """Half-shifted mesh; for even n it maps to itself under k -> -k."""
    g = (np.arange(n) + 0.5) / n
    p, q = np.meshgrid(g, g, indexing="ij")
    return p.reshape(-1, 1) * b1 + q.reshape(-1, 1) * b2


def eigen_data(k, model):
    energy, vec = np.linalg.eigh(bloch(k, model))
    dag = vec.conj().transpose(0, 2, 1)
    current = dag @ spin_current(k, model) @ vec
    velocity = dag @ bloch(k, model, 0, 1) @ vec
    return energy, vec, current, velocity


def filled_two(energy):
    f = np.zeros_like(energy)
    f[:, :2] = 1.0
    return f


def curvature_sum(energy, current, velocity, f):
    """sum_n f_n Omega_n at every k; equal occupations cancel in pairs."""
    de = energy[:, :, None] - energy[:, None, :]
    df = f[:, :, None] - f[:, None, :]
    use = (np.abs(de) > 1e-9) & (df != 0)
    safe = np.where(use, de, 1.0)
    z = current * velocity.transpose(0, 2, 1)
    return -np.sum(np.where(use, df * z.imag / safe**2, 0), axis=(1, 2))


def sigma_insulator(n, model):
    energy, _, cur, vel = eigen_data(mesh(n), model)
    return curvature_sum(energy, cur, vel, filled_two(energy)).mean() / cell_area


def sigma_thermal(n, model, mu, kt):
    energy, _, cur, vel = eigen_data(mesh(n), model)
    f = expit(-(energy - mu) / kt)
    return curvature_sum(energy, cur, vel, f).mean() / cell_area


quantum = 1 / (2 * np.pi)
model = make_model(lam_r)
N = 96
print(f"lattice constant = {a:.1f} angstrom; cell area = {cell_area:.4f} angstrom^2")
print(f"hopping = {hopping:.1f} eV; intrinsic spin-orbit hopping = {lam_so:.1f} eV")
print(f"staggered potential = {lam_v:.1f} eV; Rashba hopping = {lam_r:.1f} eV")
print(f"main mesh = {N} x {N} k points")

# Band energies and spin curvature at the zone corner.
eK, _, jK, vK = eigen_data(K_point, model)
omega_K = curvature_sum(eK, jK, vK, filled_two(eK))[0]
print("energies at K (eV): " + ", ".join(f"{x:.4f}" for x in eK[0]))
print(f"filled-band spin Berry curvature at K = {omega_K:.4f} angstrom^2")
HK = bloch(K_point, model)[0]
torque = np.linalg.norm(HK @ spin_z - spin_z @ HK)
assert torque > 1e-3
print(f"norm of [H, s_z] at K = {torque:.4f} eV (nonzero: spin not conserved)")

# Conserved-spin limit against Chern numbers from wavefunction overlaps.
def chern_number(n, spin_index):
    k = mesh(n)
    idx = [spin_index, spin_index + 2]
    h = bloch(k, make_model(0.0))[:, idx][:, :, idx]
    u = np.linalg.eigh(h)[1][:, :, 0]
    u[:, 1] *= np.exp(1j * k @ bonds[0])       # periodic in reciprocal space
    u = u.reshape(n, n, 2)
    u10, u01 = np.roll(u, -1, 0), np.roll(u, -1, 1)
    u11 = np.roll(u10, -1, 1)
    link = lambda p, q: np.sum(p.conj() * q, axis=-1)
    loop = link(u, u10) * link(u10, u11) * link(u11, u01) * link(u01, u)
    return -np.angle(loop).sum() / (2 * np.pi)


c_up, c_down = chern_number(36, 0), chern_number(36, 1)
sigma_conserved = sigma_insulator(N, make_model(0.0))
assert abs(c_up) > 0.5
assert abs(sigma_conserved - (c_up - c_down) / (4 * np.pi)) < 1e-5
print(f"Chern numbers without Rashba: up = {c_up:.3f}, down = {c_down:.3f}")

# Effect of Rashba hopping while the gap remains open.
print("Rashba hopping (eV), indirect gap on mesh and K (eV), sigma (e/2pi):")
for r in (0.0, 0.05, 0.1, 0.15, 0.2):
    m = make_model(r)
    e = np.linalg.eigvalsh(bloch(np.vstack([mesh(N), K_point, -K_point]), m))
    gap = e[:, 2].min() - e[:, 1].max()
    sig = sigma_insulator(N, m)
    assert gap > 0.1
    print(f"  {r:.2f}  {gap:.4f}  {sig / quantum:.6f}")
mesh_change = abs(sigma_insulator(144, m) - sig)
assert mesh_change < 1e-5
assert abs(sig - sigma_conserved) > 1e-4
print(f"mesh change, 96 to 144, at Rashba 0.20 eV = {mesh_change / quantum:.1e} e/2pi")

# Real-time evolution in a slowly switched field, no perturbation formula.
def driven_current(k, model, field, duration=80.0, steps=1600):
    psi = np.linalg.eigh(bloch(k, model))[1][:, :, :2]
    dt = duration / steps

    def shifted(t):
        x = t / duration
        area = 7 * x**5 - 14 * x**6 + 10 * x**7 - 2.5 * x**8
        return k + np.array([0.0, -field * duration * area])

    h0 = bloch(shifted(0.0), model)
    for i in range(steps):
        hm = bloch(shifted((i + 0.5) * dt), model)
        h1 = bloch(shifted((i + 1) * dt), model)
        q1 = -1j * (h0 @ psi)
        q2 = -1j * (hm @ (psi + dt / 2 * q1))
        q3 = -1j * (hm @ (psi + dt / 2 * q2))
        q4 = -1j * (h1 @ (psi + dt * q3))
        psi = psi + dt / 6 * (q1 + 2 * q2 + 2 * q3 + q4)
        h0 = h1
    j = spin_current(shifted(duration), model)
    return np.sum(psi.conj() * (j @ psi)).real / (len(k) * cell_area)


E0 = 1e-5
k_small = mesh(18)
sigma_time = (driven_current(k_small, model, E0)
              - driven_current(k_small, model, -E0)) / (2 * E0)
sigma_same_mesh = sigma_insulator(18, model)
# Tolerance: residual switching oscillations and the finite time step.
assert abs(sigma_time / sigma_same_mesh - 1) < 3e-3
print(f"driven evolution, 18 x 18 mesh, field {E0:.0e} eV/angstrom (per charge e):")
print(f"  sigma from evolution = {sigma_time / quantum:.5f} e/2pi")
print(f"  sigma from curvature = {sigma_same_mesh / quantum:.5f} e/2pi")

# Sum rule and Drude-like weight, with and without time reversal.
mu, kt = 0.7, 0.05
exchange = (0.04, 0.06, 0.12)
magnet = make_model(lam_r, exchange)


def kubo_parts(model, occupation, frequency=0.0):
    """Interband bubble and diamagnetic term, per cell area."""
    k = mesh(N)
    energy, vec, cur, vel = eigen_data(k, model)
    f = occupation(energy)
    de = energy[:, :, None] - energy[:, None, :]
    df = f[:, :, None] - f[:, None, :]
    use = (np.abs(de) > 1e-9) & (df != 0)
    z = cur * vel.transpose(0, 2, 1)
    ratio = np.where(use, df / np.where(use, de + frequency, 1.0), 0)
    bubble = np.sum(ratio * z) / len(k) / cell_area
    dj = spin_current(k, model, 1)
    diag = np.einsum("kin,kij,kjn->kn", vec.conj(), dj, vec, optimize=True).real
    dia = np.sum(f * diag) / len(k) / cell_area
    slope = -f * (1 - f) / kt
    diagonal_z = np.einsum("knn->kn", z).real
    weight = -np.sum(slope * diagonal_z) / len(k) / cell_area
    return bubble, dia, weight


thermal = lambda e: expit(-(e - mu) / kt)
bub_m, dia_m, weight_m = kubo_parts(magnet, thermal)
_, dia_t, weight_t = kubo_parts(model, thermal)
error = abs(bub_m + dia_m - weight_m)
assert error < 1e-6 and abs(weight_m) > 20 * error and abs(weight_m) > 1e-7
assert abs(weight_t) < 1e-9 and abs(dia_t) < 1e-9
print(f"metal tests: mu = {mu:.2f} eV, kT = {kt:.2f} eV")
print("exchange field (x, y, z) = " + ", ".join(f"{x:.2f}" for x in exchange) + " eV")
print(f"  magnetic metal: W = {weight_m:.4e} eV; sum-rule error = {error:.1e} eV")
print(f"  time-reversal-symmetric metal: |W| = {abs(weight_t):.1e} eV")

# Low-frequency Kubo expression in a magnetic insulator.
freq = 1e-4
e_mag = np.linalg.eigvalsh(bloch(mesh(N), magnet))
assert e_mag[:, 2].min() - e_mag[:, 1].max() > 0.05
bub, dia, _ = kubo_parts(magnet, filled_two, freq)
sigma_mag = sigma_insulator(N, magnet)
with_dia = abs((bub + dia) / (1j * freq) - sigma_mag)
without_dia = abs(bub / (1j * freq) - sigma_mag)
assert with_dia < 1e-3 and without_dia > 5 * with_dia
print(f"magnetic insulator at frequency {freq:.0e} eV, distance from dc formula:")
print(f"  with diamagnetic term = {with_dia:.2e} e; without it = {without_dia:.2e} e")

# Doping of the time-reversal-symmetric model.
print("chemical potential (eV), sigma (e/2pi) at kT = 0.05 eV, 144 x 144 mesh:")
for level in (0.1, 0.5, 0.7):
    value = sigma_thermal(144, model, level, kt)
    change = abs(value - sigma_thermal(N, model, level, kt)) / quantum
    assert change < 5e-3
    print(f"  {level:.1f}  {value / quantum:.4f}  (change from 96 mesh {change:.1e})")

# Clean Rashba gas: numerical integration over the singly occupied annulus.
inv_mass = const.hbar**2 / const.m_e / const.e * 1e20
alpha, fermi = 1.0, 0.5
root = np.sqrt(alpha**2 + 2 * inv_mass * fermi)
k_in, k_out = (root - alpha) / inv_mass, (root + alpha) / inv_mass


def rashba_operators(kx, ky):
    h = inv_mass * (kx**2 + ky**2) / 2 * s0 + alpha * (ky * sx - kx * sy)
    vx = inv_mass * kx * s0 - alpha * sy
    vy = inv_mass * ky * s0 + alpha * sx
    return h, (sz @ vx + vx @ sz) / 4, vy, (sz @ vy + vy @ sz) / 4


nodes, weights = np.polynomial.legendre.leggauss(8)
sigma_rashba = 0.0
for x, w in zip(nodes, weights):
    k = (k_in + k_out) / 2 + x * (k_out - k_in) / 2
    for phi in 2 * np.pi * (np.arange(16) + 0.3) / 16:
        h, jx, vy, _ = rashba_operators(k * np.cos(phi), k * np.sin(phi))
        e, u = np.linalg.eigh(h)
        jx, vy = u.conj().T @ jx @ u, u.conj().T @ vy @ u
        omega = -2 * (jx[0, 1] * vy[1, 0]).imag / (e[0] - e[1])**2
        sigma_rashba += (w * (k_out - k_in) / 2 * k * omega
                         * (2 * np.pi / 16) / (4 * np.pi**2))
assert abs(sigma_rashba + 1 / (8 * np.pi)) < 1e-10
h, _, _, jy = rashba_operators(0.13, -0.27)
assert np.allclose(1j * (h @ sy - sy @ h), -4 * alpha / inv_mass * jy, atol=1e-12)
print(f"Rashba gas: alpha = {alpha:.1f} eV angstrom, Fermi energy = {fermi:.1f} eV")
print(f"  hbar^2/m_e = {inv_mass:.4f} eV angstrom^2")
print(f"  Fermi radii = {k_in:.4f} and {k_out:.4f} 1/angstrom")
print(f"  clean sigma = {sigma_rashba:.6f} e = {sigma_rashba * 8 * np.pi:.6f} e/8pi")

# Main result and its conversion.
sigma_main = sigma_insulator(N, model)
siemens = const.e**2 / const.hbar
print(f"main result: sigma^z_xy = {sigma_main:.6f} e = {sigma_main / quantum:.6f} e/2pi")
print(f"main result converted = {sigma_main * siemens * 1e6:.3f} (hbar/e) microsiemens")
print("ALL CHECKS PASSED")
```

Printed output:

```
lattice constant = 3.0 angstrom; cell area = 7.7942 angstrom^2
hopping = 1.0 eV; intrinsic spin-orbit hopping = 0.1 eV
staggered potential = 0.1 eV; Rashba hopping = 0.1 eV
main mesh = 96 x 96 k points
energies at K (eV): -0.8358, -0.2034, 0.4196, 0.6196
filled-band spin Berry curvature at K = 18.4135 angstrom^2
norm of [H, s_z] at K = 0.4243 eV (nonzero: spin not conserved)
Chern numbers without Rashba: up = 1.000, down = -1.000
Rashba hopping (eV), indirect gap on mesh and K (eV), sigma (e/2pi):
  0.00  0.8392  1.000000
  0.05  0.7590  1.008977
  0.10  0.6230  1.037360
  0.15  0.4783  1.090272
  0.20  0.3310  1.179727
mesh change, 96 to 144, at Rashba 0.20 eV = 1.9e-10 e/2pi
driven evolution, 18 x 18 mesh, field 1e-05 eV/angstrom (per charge e):
  sigma from evolution = 1.03702 e/2pi
  sigma from curvature = 1.03698 e/2pi
metal tests: mu = 0.70 eV, kT = 0.05 eV
exchange field (x, y, z) = 0.04, 0.06, 0.12 eV
  magnetic metal: W = -2.9375e-04 eV; sum-rule error = 2.7e-11 eV
  time-reversal-symmetric metal: |W| = 1.8e-18 eV
magnetic insulator at frequency 1e-04 eV, distance from dc formula:
  with diamagnetic term = 3.71e-08 e; without it = 7.93e-01 e
chemical potential (eV), sigma (e/2pi) at kT = 0.05 eV, 144 x 144 mesh:
  0.1  1.0371  (change from 96 mesh 6.0e-12)
  0.5  0.9274  (change from 96 mesh 1.8e-08)
  0.7  0.6814  (change from 96 mesh 1.0e-06)
Rashba gas: alpha = 1.0 eV angstrom, Fermi energy = 0.5 eV
  hbar^2/m_e = 7.6200 eV angstrom^2
  Fermi radii = 0.2541 and 0.5165 1/angstrom
  clean sigma = -0.039789 e = -1.000000 e/8pi
main result: sigma^z_xy = 0.165101 e = 1.037360 e/2pi
main result converted = 40.188 (hbar/e) microsiemens
ALL CHECKS PASSED
```
